\section*{Absolute Energy-Loss Spectra from a Known Static Dielectric Constant, part 1}

(Sections cited here and not found follow in the second part.)

\section{The rule and its derivation}

\subsection{Result}

Let $J(E)$ be the single-scattering energy-loss spectrum of a thin film, in counts per unit energy. It is measured with a parallel beam of speed $v$ and an on-axis aperture of half-angle $b$. Under the conditions listed below,
\begin{equation}
J(E)=C\,L(E)\,\Lambda(E),\qquad L(E)=\operatorname{Im}\frac{-1}{\epsilon(E)},
\label{eq:model}
\end{equation}
where $\epsilon$ is the dielectric function and $L$ is called the loss function. The scale $C$ follows from one known dielectric constant $\epsilon_{\rm ref}$:
\begin{equation}
\boxed{\;C=\frac{1}{1-1/\epsilon_{\rm ref}}\;\frac{2}{\pi}\int_0^\infty\frac{J(E)}{E\,\Lambda(E)}\,dE\;}
\label{eq:rule}
\end{equation}
Here
\begin{equation}
\Lambda(E)=\ln\!\left(1+\frac{b^2}{\theta_E^2}\right),\qquad
\theta_E=\frac{E}{\gamma v^2},\qquad C=\frac{I_0t}{\pi v^2},
\label{eq:defs}
\end{equation}
with $\gamma=(1-v^2/c^2)^{-1/2}$, zero-loss area $I_0$ and thickness $t$. Once $C$ is known, $L=J/(C\Lambda)$ is absolute, and neither $I_0$ nor $t$ has been used. If $I_0$ was also recorded, then $t=\pi v^2C/I_0$.

The algebra uses atomic units, $\hbar=m=e=1$, so $E$ is both an energy and an angular frequency. For data in counts per eV, the last relation of (\ref{eq:defs}) reads
\begin{equation}
C=\frac{I_0\,t}{\pi a_0\,mv^2},
\label{eq:practical}
\end{equation}
with $t$ and the Bohr radius $a_0$ in angstrom and $mv^2$ in eV. This $mv^2$ contains the rest mass and the true speed. It is not twice the relativistic kinetic energy.

The word ``static'' needs care. The constant $\epsilon_{\rm ref}$ must describe the same excitations as the spectrum:
\begin{itemize}
\item If the spectrum includes the lattice losses, $\epsilon_{\rm ref}$ is the true static constant $\epsilon(0)$.
\item If it starts above the phonons, $\epsilon_{\rm ref}$ is the electronic constant $\epsilon_\infty$, measured optically above the phonons and well below the electronic absorption.
\item For a metal measured over its full range, $1/\epsilon_{\rm ref}=0$.
\end{itemize}

The derivation assumes linear response, an isotropic film, an $\epsilon$ that does not depend on wavevector, small scattering angles, losses far below the beam energy, no retardation and no surface losses. The second half estimates the effects of retardation, surfaces and wavevector dependence.

\subsection{Causality of the screened potential}

An external charge produces a potential $\phi_{\rm ext}$, and the medium responds with an induced potential. The response is linear and can depend only on the past:
\begin{equation}
\phi(t)=\phi_{\rm ext}(t)-\int_0^\infty K(\tau)\,\phi_{\rm ext}(t-\tau)\,d\tau .
\label{eq:kernel}
\end{equation}
The kernel $K$ is real because potentials are real. With the time factor $e^{-iEt}$, the ratio $\phi/\phi_{\rm ext}$ is $1/\epsilon$, so
\begin{equation}
g(E)\equiv\frac{1}{\epsilon(E)}-1=-\int_0^\infty K(\tau)e^{iE\tau}\,d\tau .
\label{eq:g}
\end{equation}
For complex $E$ with positive imaginary part the exponential decays in $\tau$. In a stable medium $g$ is therefore analytic in the upper half plane.

Charges have inertia and cannot respond at once, so $K(0)=0$. Two integrations by parts in (\ref{eq:g}) then give
\begin{equation}
g(E)\simeq \frac{K'(0)}{E^2}\qquad(|E|\to\infty),
\end{equation}
and a large semicircle contributes nothing to the integrals below.

\subsection{The Kramers-Kronig relation and its static limit}

Take a real $E$ and integrate $g(z)/(z-E)$ along the real axis, passing above the pole on a small semicircle and closing on a large one in the upper half plane. No singularity is enclosed. The small semicircle runs clockwise through half a turn and contributes $-i\pi g(E)$, so
\begin{equation}
P\!\int_{-\infty}^{\infty}\frac{g(E')}{E'-E}\,dE'=i\pi g(E).
\end{equation}
Division by $i\pi$ and the real part give
\begin{equation}
\operatorname{Re}g(E)=\frac1\pi P\!\int_{-\infty}^{\infty}\frac{\operatorname{Im}g(E')}{E'-E}\,dE'.
\label{eq:kk}
\end{equation}
Since $K$ is real, $g(-E)=g(E)^*$ and $\operatorname{Im}g$ is odd. Moreover $\operatorname{Im}g=\operatorname{Im}(1/\epsilon)=-L$. Folding the negative energies onto the positive ones gives
\begin{align}
\operatorname{Re}\frac1{\epsilon(E)}-1
&=-\frac1\pi P\!\int_0^\infty L(E')\left[\frac1{E'-E}+\frac1{E'+E}\right]dE'\nonumber\\
&=-\frac2\pi P\!\int_0^\infty\frac{E'L(E')}{E'^2-E^2}\,dE'.
\label{eq:kkfold}
\end{align}
At $E=0$ this becomes
\begin{equation}
1-\frac1{\epsilon(0)}=\frac2\pi\int_0^\infty\frac{L(E)}{E}\,dE .
\label{eq:sum}
\end{equation}
The principal value is no longer needed, because the odd function $L$ vanishes linearly at the origin in a damped medium. Equation (\ref{eq:kkfold}) also yields $\operatorname{Re}(1/\epsilon)$ once $L$ is absolute, and hence the complex $\epsilon$.

In a conductor with conductivity $\sigma$, $\epsilon\simeq4\pi i\sigma/E$ at low energy. Then $L\simeq E/(4\pi\sigma)$, the integrand stays finite, and $1/\epsilon(0)=0$. The integral equals one: a static external charge is completely screened.

A single undamped resonance shows how the rule works. For $\epsilon=1+E_p^2/(E_0^2-E^2)$,
\begin{equation}
-g=\frac{E_p^2}{W^2-E^2},\quad W^2=E_0^2+E_p^2,\quad
L=\frac{\pi E_p^2}{2W}\,\delta(E-W)\quad(E>0).
\label{eq:oneosc}
\end{equation}
The delta function follows from giving $E$ an infinitesimal positive imaginary part. The right side of (\ref{eq:sum}) is $E_p^2/W^2$. The left side is the same, because $\epsilon(0)=W^2/E_0^2$. The loss peak lies at $W$, above both the resonance and the plasma energy $E_p$.

Two numerical tests of (\ref{eq:sum}) use media of different kinds. A metal with $\epsilon=1-E_p^2/(E^2+i\Gamma E)$, $E_p=15$ eV and $\Gamma=1$ eV gives an integral of 1.00000. The second medium has a sharp absorption band,
\begin{equation}
\epsilon(z)=1+\frac3\pi\ln\frac{15^2-z^2}{5^2-z^2},\qquad z=E+0.05\,i\ \text{(eV)},
\end{equation}
so that $\operatorname{Im}\epsilon\simeq3$ between 5 and 15 eV. The integral and $1-1/\epsilon$ at $E=0$ are both 0.67722.

\subsection{Which constant belongs to the spectrum}

Imagine the ions held fixed. The remaining electronic response is causal as well, so its loss function $L_{\rm el}$ obeys
\begin{equation}
1-\frac1{\epsilon_\infty}=\frac2\pi\int_0^\infty\frac{L_{\rm el}(E)}E\,dE .
\label{eq:el}
\end{equation}
Far above the phonon energies the lattice susceptibility falls as $1/E^2$, and $L\simeq L_{\rm el}$. Let $E_c$ lie above the phonons and below appreciable electronic loss. Then the part of (\ref{eq:sum}) above $E_c$ is nearly (\ref{eq:el}), and subtraction gives the part below:
\begin{equation}
\frac2\pi\int_{E_c}^\infty\frac LE\,dE\simeq1-\frac1{\epsilon_\infty},\qquad
\frac2\pi\int_0^{E_c}\frac LE\,dE\simeq\frac1{\epsilon_\infty}-\frac1{\epsilon(0)} .
\label{eq:split}
\end{equation}
For the film model used later, $\epsilon(0)=10$ and $\epsilon_\infty=3.6$. The complete integral is 0.9000, equal to $1-1/10$. With $E_c=0.5$ eV the upper part is 0.7208, against $1-1/3.6=0.7222$. The lower part is 0.1792, against 0.1778. The difference, about 0.0015 before rounding, comes mainly from the weak electronic tail of the model below 0.5 eV.

If lattice losses are included, temperature matters. For a mode with Bose occupation $n$, the loss side is proportional to $(1+n)L$ and the gain side to $nL$. The quantity that enters the rule is loss minus gain. For losses far above $kT$ the correction vanishes.

\subsection{Loss probability from the wake}

Equation (\ref{eq:model}) has its own derivation. The energy loss is quadratic in the charge, so a unit positive charge at $x=vt$ may stand for the electron. Its Coulomb potential, Fourier transformed over the two transverse directions, is
\begin{equation}
\phi_{\rm ext}(q;x,t)=\frac{2\pi}{q}\,e^{-q|x-vt|},
\end{equation}
where $q$ is the transverse wavevector. Because $\epsilon$ does not depend on wavevector, (\ref{eq:kernel}) holds at each $x$. At a distance $s$ ahead of the charge, the induced potential is
\begin{equation}
\phi_{\rm ind}(q;s)=-\int_0^\infty K(\tau)\frac{2\pi}{q}e^{-q|s+v\tau|}\,d\tau .
\end{equation}
Its slope at $s=0$ is $+2\pi\int K e^{-qv\tau}d\tau$. The kink of the exponential does no harm, since $K(0)=0$. A positive slope ahead of a positive charge is a retarding force. With $d^2q/(2\pi)^2=q\,dq/(2\pi)$, its size is
\begin{equation}
f=\int_0^{q_c}q\,dq\int_0^\infty K(\tau)e^{-qv\tau}\,d\tau ,
\label{eq:force}
\end{equation}
where $q_c$ is the largest collected wavevector.

The inner integral is $-g(i\eta)$ with $\eta=qv$. Cauchy's formula expresses $g(i\eta)$ through real energies. The pole at $-i\eta$ lies outside the contour, so its term is zero and can be added:
\begin{align}
g(i\eta)&=\frac1{2\pi i}\int_{-\infty}^\infty g(E)\left[\frac1{E-i\eta}+\frac1{E+i\eta}\right]dE\nonumber\\
&=\frac1{\pi i}\int_{-\infty}^\infty\frac{E\,g(E)}{E^2+\eta^2}\,dE
=-\frac2\pi\int_0^\infty\frac{E\,L(E)}{E^2+\eta^2}\,dE .
\end{align}
The even function $\operatorname{Re}g$ has dropped out against the odd factor $E$. Insertion in (\ref{eq:force}) gives
\begin{equation}
f=\int_0^\infty E\left[\frac{2L(E)}{\pi v^2}\int_0^{q_c}\frac{q\,dq}{q^2+E^2/v^2}\right]dE .
\end{equation}
In a linear, stationary medium each frequency absorbs independently, and it does so in quanta $E$. The bracket is therefore the loss probability per unit path and unit energy. The integral over $q$ is elementary:
\begin{equation}
\frac{dP}{dx\,dE}=\frac{L(E)}{\pi v^2}\ln\!\left(1+\frac{q_c^2v^2}{E^2}\right).
\label{eq:prob}
\end{equation}
The beam momentum is $\gamma v$, so an aperture of small half-angle $b$ passes $q_c=\gamma vb$. Then $q_cv/E=\gamma v^2b/E=b/\theta_E$, and the logarithm is $\Lambda$.

As a test, the induced potential was differentiated numerically and the force compared with the energy integral of $E$ times (\ref{eq:prob}). The medium had one damped resonance, with plasma energy about 16.3 eV and damping about 2.7 eV. The resonance was placed at about 5.4 eV and then at about 24.5 eV, for a 60 keV beam and $b=5$ mrad. The largest relative difference was $1.1\times10^{-9}$.

\subsection{From probability to counts}

Let $N$ be the number of electrons that are never scattered outside the aperture. Let $\mu=t/\lambda$ be the mean number of losses with scattering inside it, with $\lambda$ the corresponding mean free path, so that
\begin{equation}
\mu=t\int\frac{dP}{dx\,dE}\,dE .
\end{equation}
Independent losses follow Poisson statistics. The zero-loss area is $I_0=Ne^{-\mu}$ and the area of single losses is $N\mu e^{-\mu}=I_0\mu$. Hence
\begin{equation}
J(E)=I_0\,t\,\frac{dP}{dx\,dE}=\frac{I_0t}{\pi v^2}\,L(E)\Lambda(E),
\label{eq:counts}
\end{equation}
which is (\ref{eq:model}). The reference intensity is the zero-loss area, not the total number of electrons.

Division of (\ref{eq:counts}) by $E\Lambda$, integration over $E$ and use of (\ref{eq:sum}) give
\begin{equation}
\frac2\pi\int_0^\infty\frac{J}{E\Lambda}\,dE
=C\,\frac2\pi\int_0^\infty\frac LE\,dE=C\left(1-\frac1{\epsilon_{\rm ref}}\right),
\end{equation}
and this is the rule (\ref{eq:rule}). The factor $\Lambda$ must be removed before integration because it varies with $E$.

\section{Use, worked example and limits}

\subsection{What is carried over}

The single-scattering spectrum is $J=CL\Lambda$, with $L=\operatorname{Im}(-1/\epsilon)$, $\Lambda=\ln(1+b^2/\theta_E^2)$ and $\theta_E=E/(\gamma v^2)$. Here $b$ is the collection half-angle and $v$ the beam speed. The largest collected transverse wavevector is $q_c=\gamma vb$. The scale is
\begin{equation}
C=\frac{M}{1-1/\epsilon_{\rm ref}},\qquad M=\frac2\pi\int\frac{J}{E\Lambda}\,dE,\qquad t=\frac{\pi a_0mv^2\,C}{I_0},
\label{eq:use}
\end{equation}
where $I_0$ is the zero-loss area. The last formula takes $C$ in counts per eV, $mv^2$ in eV and $a_0$ in angstrom. For a spectrum that starts above the phonons, $\epsilon_{\rm ref}=\epsilon_\infty$.

\subsection{Obtaining the single-scattering spectrum}

A recorded spectrum also contains electrons that lost energy several times. With a hat for the Fourier transform over energy, $n$ independent losses contribute $I_0(\hat J/I_0)^n/n!$. If $\hat z$ is the transform of the zero-loss peak, whose area is $I_0$, the recorded spectrum $R$ obeys
\begin{equation}
\hat R=\hat z\sum_{n=0}^\infty\frac1{n!}\left(\frac{\hat J}{I_0}\right)^n=\hat z\,e^{\hat J/I_0},
\qquad \hat J=I_0\ln\frac{\hat R}{\hat z}.
\label{eq:log}
\end{equation}
This is the Fourier-log method. It assumes that the aperture accepts the same fraction of each successive loss. Since $|\hat J|/I_0\le\mu$, where $\mu$ is the mean number of losses, the phase of the exponential stays within $\pm\pi$ when $\mu<\pi$. The principal branch of the logarithm then suffices. Thicker films may need a continuous phase. For a zero-loss peak of finite width, $\hat z$ becomes very small at high frequencies, and the division by it amplifies counting noise. Noisy data therefore need a low-pass filter, which the example below does not include.

The implementation has four steps:
\begin{enumerate}
\item Integrate the zero-loss peak to get $I_0$, and obtain $J$ from (\ref{eq:log}), with a low-pass filter if the data are noisy.
\item Compute $\Lambda(E)$ from the beam energy and the aperture.
\item Integrate $J/(E\Lambda)$ over the window and form $C$ with the matching $\epsilon_{\rm ref}$.
\item Form $L=J/(C\Lambda)$ and, if wanted, $t$.
\end{enumerate}

This part has derived the rule that fixes the absolute scale of a single-scattering energy-loss spectrum from one known dielectric constant, and has set out the steps for applying it. What remains is a worked example on a model film, with estimates of the effects of input errors, retardation, surfaces and wavevector dependence.
